Positron Trapping Rate in Silicon from an Average Lifetime

**Problem**

Positrons are implanted in a silicon crystal that contains vacancies. A positron in perfect bulk lives on average τ_b = 218 ps. One held in a vacancy, where the electron density is lower, lives τ_d = 270 ps. The measured average lifetime is τ_av = 240 ps, after annihilation in the source and at surfaces has been subtracted.

Use the two-state trapping model. Every positron starts thermalized in the delocalized bulk state, is captured by vacancies at a constant rate κ, and does not escape.

(a) Derive κ in terms of the three lifetimes and evaluate it.

(b) Find the fraction of positrons that annihilate in vacancies, and the two components of the lifetime spectrum.

(c) How does κ respond to an error of 1 ps in each lifetime?

(d) The sample is high-resistivity silicon, irradiated cold and measured at 100 K without warming, with neutral vacancies. Take a trapping coefficient μ = 1×10¹⁵ s⁻¹ and an atom density N_at = 5×10²² cm⁻³, both rough. Find the vacancy concentration.

(e) Estimate the effects of divacancies, ion traps, escape and slow diffusion. What changes if the trap really has a lifetime of 300 ps?

Times are in ps and rates in ns⁻¹, the natural units of the measurement.

**Solution**

**(a) The trapping rate**

Let n_b(t) and n_d(t) be the probabilities that the positron is still alive at time t in the bulk state and in a vacancy. With annihilation rates λ_b = 1/τ_b and λ_d = 1/τ_d,

dn_b/dt = −(λ_b + κ) n_b

dn_d/dt = κ n_b − λ_d n_d

n_b(0) = 1, n_d(0) = 0.

A constant κ requires uniformly distributed traps, and so few positrons at a time that they do not fill them.

The survival probability is n = n_b + n_d, and annihilation times are distributed with density −dn/dt. The average lifetime is the mean of this distribution. Integration by parts gives

τ_av = ∫₀^∞ t (−dn/dt) dt = −[t n]₀^∞ + ∫₀^∞ n dt = ∫₀^∞ n dt.

The boundary term vanishes because n decays exponentially. The average lifetime is therefore the sum of the mean times spent in the two states,

N_b = ∫₀^∞ n_b dt, N_d = ∫₀^∞ n_d dt, τ_av = N_b + N_d.

Integrate each rate equation from zero to infinity. The left sides become final value minus initial value:

0 − 1 = −(λ_b + κ) N_b

0 − 0 = κ N_b − λ_d N_d.

Hence N_b = 1/(λ_b + κ) and N_d = κ τ_d N_b, so that

τ_av = (1 + κτ_d)/(λ_b + κ) = τ_b (1 + κτ_d)/(1 + κτ_b).

The last form follows on multiplying numerator and denominator by τ_b. To solve for κ, clear the denominator:

τ_av + κτ_bτ_av = τ_b + κτ_bτ_d

τ_av − τ_b = κτ_b (τ_d − τ_av)

κ = (τ_av − τ_b) / [τ_b (τ_d − τ_av)].

The solution is unique, because the average rises steadily with κ:

dτ_av/dκ = τ_b [τ_d(1 + κτ_b) − τ_b(1 + κτ_d)]/(1 + κτ_b)² = τ_b (τ_d − τ_b)/(1 + κτ_b)² > 0.

It starts at τ_b for κ = 0 and approaches τ_d for κ → ∞. An average outside this interval has no positive solution and shows that the model or one of its lifetimes is wrong.

With the given numbers,

κ = 22 ps/(218 ps × 30 ps) = 0.003364 ps⁻¹ = 3.364 ns⁻¹,

or about 3.4×10⁹ s⁻¹. This is somewhat less than the bulk annihilation rate, λ_b = 4.587 ns⁻¹.

**(b) Trapped fraction and spectrum**

Capture occurs at the rate κn_b, and without escape each captured positron annihilates in its vacancy. The trapped fraction is

η = κN_b = κτ_b/(1 + κτ_b).

Part (a) gives κτ_b = (τ_av − τ_b)/(τ_d − τ_av), so 1 + κτ_b = (τ_d − τ_b)/(τ_d − τ_av), and

η = (τ_av − τ_b)/(τ_d − τ_b) = 22/52 = 0.423.

For the spectrum, define Λ = λ_b + κ. The first rate equation gives n_b = exp(−Λt). Multiplying the second by exp(λ_d t) turns it into

d[n_d exp(λ_d t)]/dt = κ exp[−(Λ − λ_d)t].

Integration from zero, with n_d(0) = 0, gives

n_d = [κ/(Λ − λ_d)] [exp(−λ_d t) − exp(−Λt)].

Adding n_b yields

n(t) = I₁ exp(−t/τ₁) + I₂ exp(−t/τ_d)

τ₁ = 1/(λ_b + κ), I₂ = κ/(λ_b + κ − λ_d), I₁ = 1 − I₂.

Each intensity is the area of its component in −dn/dt. With λ_d = 3.704 ns⁻¹,

τ₁ = 1/(4.587 + 3.364) ns = 125.8 ps

I₂ = 3.364/(4.587 + 3.364 − 3.704) = 0.792, I₁ = 0.208.

The short component is shorter than the bulk lifetime because capture as well as annihilation empties the bulk state. The long intensity, 79%, is much larger than the trapped fraction, 42%. The expression for n_d shows why: the vacancy population contains a negative term with the short decay time, which describes the filling of the traps. That term lowers I₁ and leaves a correspondingly larger I₂. The intensity I₂ must therefore not be put in place of η.

The average is recovered from

I₁τ₁ + I₂τ_d = 0.2080 × 125.8 ps + 0.7920 × 270 ps = 240.0 ps.

A resolved spectrum also offers a second route to κ. Rearranging I₂(κ + λ_b − λ_d) = κ gives

κ = (I₂/I₁)(λ_b − λ_d) = (0.792/0.208) × 0.883 ns⁻¹ ≈ 3.36 ns⁻¹.

For real data the two routes need not agree. Take the intensities from a fit with both lifetimes free and put the assumed τ_d into both formulas. A disagreement beyond the errors then shows that the two-state model with these lifetimes fails, but not why: a second trap, escape or a wrong τ_d can each cause it. For noise-free spectra the second route falls about 14% below the first for the vacancy-divacancy mixture of part (e), 65% below it for a trap that really has 300 ps, and 29% above it for escape at a rate of 0.1λ_d. The counting error of the second route is about 9% for 10⁶ counts at a resolution of 230 ps, so the mixture is barely detectable. If τ_d is also fixed in the fit itself and the fit is weighted by counting statistics, as is usual, the test loses most of its power. For noise-free spectra the two routes then differ by less than 1% for the mixture and by at most about 7% for the 300 ps trap. These two figures depend strongly on the weighting: an unweighted fit gives 4% and 26%. Agreement proves less. If a fitted long lifetime τ₂ is used in both routes, they agree whenever I₁τ₁ + I₂τ₂ = τ_av and I₁/τ₁ + I₂/τ₂ = λ_b. The sum I₁/τ₁ + I₂/τ₂ is the initial annihilation rate of the fitted curve. The true initial rate equals λ_b for any set of traps as long as every positron starts in the bulk. A two-component fit reproduces it closely when the trap lifetimes lie near each other, and less well when they are far apart. For the vacancy-divacancy mixture of part (e), a two-component fit to the ideal spectrum, without noise or resolution broadening, gives a long lifetime of about 273 ps, and both routes then give κ between 3.0 and 3.1 ns⁻¹, depending on the weighting and time window of the fit.

**(c) Sensitivity to the lifetimes**

Take the logarithm of the result of part (a):

ln κ = ln(τ_av − τ_b) − ln τ_b − ln(τ_d − τ_av).

Its derivatives are the relative changes of κ per unit change of each lifetime, with the other two held fixed:

∂ln κ/∂τ_av = 1/(τ_av − τ_b) + 1/(τ_d − τ_av) = 1/22 + 1/30 = 0.0788 ps⁻¹

∂ln κ/∂τ_b = −1/(τ_av − τ_b) − 1/τ_b = −1/22 − 1/218 = −0.0500 ps⁻¹

∂ln κ/∂τ_d = −1/(τ_d − τ_av) = −1/30 = −0.0333 ps⁻¹.

An increase of 1 ps thus changes κ by +7.9%, −5.0% or −3.3%, to first order. The full formula gives 3.11 ns⁻¹ for an average of 239 ps and 3.64 ns⁻¹ for 241 ps. Independent errors of 1 ps in all three lifetimes add in quadrature to about 10%, so the result would be quoted as 3.4 ± 0.3 ns⁻¹.

A calibration error that shifts all three lifetimes together is far less harmful. Lifetime differences do not change, and the three derivatives sum to −1/τ_b, or −0.46% per ps. This favours measuring the reference and the irradiated sample in the same spectrometer under the same settings. The cancellation needs τ_d to share the shift. If τ_d is taken from elsewhere and only τ_av and τ_b move together, κ changes by 7.9% − 5.0% = +2.9% per ps.

The sensitivity to τ_av can be written (τ_d − τ_b)/[(τ_av − τ_b)(τ_d − τ_av)]. The product in the denominator is largest midway between the two lifetimes, at 244 ps, so the example lies close to the best point. Towards either end the sensitivity diverges. Near τ_b there is hardly any trapping signal. Near τ_d almost every positron is trapped, and the average no longer responds to additional vacancies.

**(d) Vacancy concentration**

The trapping coefficient is the capture rate per unit atomic fraction of vacancies, κ = μc/N_at. Therefore

c = κN_at/μ = (3.364×10⁹ s⁻¹)(5×10²² cm⁻³)/(1×10¹⁵ s⁻¹) ≈ 1.7×10¹⁷ cm⁻³,

or 3.4 vacancies per million atoms. Since c varies as 1/μ, a factor of two either way in μ gives a range from 0.84×10¹⁷ to 3.4×10¹⁷ cm⁻³. The concentration is much less certain than the trapping rate.

**(e) What the model leaves out**

*Divacancies.* Suppose divacancies with lifetime τ₂ᵥ = 300 ps (rough) capture positrons at the rate fκ, where κ still refers to single vacancies. The integrated rate equations now give N_b = 1/(λ_b + κ + fκ), and each trap contributes its capture rate times its lifetime times N_b:

τ_av = (1 + κτ_d + fκτ₂ᵥ)/(λ_b + κ + fκ).

Clearing the denominator and collecting the terms in κ,

τ_av/τ_b − 1 = κ[(τ_d − τ_av) + f(τ₂ᵥ − τ_av)]

κ = (τ_av − τ_b)/{τ_b[(τ_d − τ_av) + f(τ₂ᵥ − τ_av)]}.

For f = 0.1 the square bracket grows from 30 to 30 + 0.1 × 60 = 36 ps. The vacancy trapping rate falls to 2.80 ns⁻¹, which is 17% below the two-state value. About half of this drop is bookkeeping: a second trap with the same lifetime of 270 ps would give a bracket of 33 ps and lower κ by 9%, merely by taking a share of the capture. The rest, the factor 33/36, arises because a longer-lived trap raises the average more strongly. The total trapping rate (1 + f)κ is 3.08 ns⁻¹, 8% below the two-state value.

*Ion traps.* Negative ions can bind a positron weakly without reducing the electron density around it much, so its lifetime there is taken as τ_b. Let them capture at the rate κ_s, without escape. Then

τ_av = (1 + κ_sτ_b + κτ_d)/(λ_b + κ_s + κ).

Because 1 + κ_sτ_b = τ_b(λ_b + κ_s), clearing the denominator gives

(λ_b + κ_s)(τ_av − τ_b) = κ(τ_d − τ_av).

Compared with part (a), λ_b has been replaced by λ_b + κ_s, so κ is larger by the factor 1 + κ_sτ_b. An ion density of 10¹⁵ cm⁻³, a generous ceiling for the dopants in high-resistivity material, and a rough coefficient of 10¹⁶ s⁻¹ give κ_s = 0.20 ns⁻¹. The correction is then 0.20 × 0.218 = 4.4%. For this coefficient it is an upper estimate of the dopants' effect, since fewer ions, or escape from them, would reduce it. Negative ions made by the irradiation itself are not included and would add to κ_s.

*Escape from vacancies.* With an escape rate δ, the integrated vacancy equation is 0 = κN_b − (λ_d + δ)N_d. The net flow into vacancies becomes

κN_b − δN_d = λ_dN_d = κN_b/(1 + δτ_d).

The average therefore determines κ/(1 + δτ_d), and the true capture rate is larger than the two-state value by the factor 1 + δτ_d.

The size of δ follows from detailed balance. Consider one positron in a volume V with cV vacancies, each having one bound level at energy E_B below the bulk band edge. In equilibrium the ratio of trapped to free probability is

cV exp(E_B/kT)/(V n_Q), n_Q = (m kT/2πħ²)^(3/2),

where Vn_Q is the thermal sum over free states; the spin factor cancels. Setting capture equal to escape gives

δ = κ(n_Q/c) exp(−E_B/kT) = (μ n_Q/N_at) exp(−E_B/kT).

At 100 K, with the free positron mass, n_Q = 2.41×10¹⁸ cm⁻³ and the prefactor is 4.8×10¹⁰ s⁻¹. A 1% effect needs δ = 0.01λ_d = 3.7×10⁷ s⁻¹, hence

E_B = kT ln(4.83×10¹⁰/3.70×10⁷) = 8.617 meV × 7.17 ≈ 62 meV.

Binding to a vacancy in silicon is of the order of 1 eV, so escape is negligible here.

*Slow diffusion.* If capture is fast, positrons are depleted around each vacancy. Treat the vacancy as a sphere of radius r with an intrinsic capture coefficient k = μ/N_at. The steady density outside is n(ρ) = n_∞ − A/ρ, and the inward flow 4πρ²D dn/dρ = 4πDA must equal capture at the surface:

4πDA = k(n_∞ − A/r).

Solving for A and dividing the flow by n_∞ gives the effective coefficient

k_eff = k k_D/(k + k_D), k_D = 4πrD.

Here D is the diffusion coefficient of the positron, and k_D is the capture coefficient that would apply if diffusion alone limited the rate. With rough values r = 0.25 nm and D = 3 cm²/s, k = 2.0×10⁻⁸ cm³/s and k_D = 9.4×10⁻⁷ cm³/s. The formula then raises the concentration inferred from a given κ by k/k_D = 2.1%. This number indicates only an order of magnitude, because the diffusion profile requires a mean free path much shorter than r. At 100 K the mean thermal speed is v = 6.2×10⁶ cm/s, the mean free path 3D/v is about 14 nm and the thermal wavelength is 7.5 nm, both far larger than r. Moreover k exceeds the geometric rate πr²v = 1.2×10⁻⁸ cm³/s, so capture is not that of a classical sphere of this radius, and D = 3 cm²/s is a room-temperature value that grows on cooling. The 2.1% is best read as a rough ceiling, valid as long as D is not much below 3 cm²/s. A classical transport estimate for a fully absorbing sphere with πa²v = k (a = 0.32 nm) gives a depletion of about 0.8% at this D, and 2.5% if scattering by defects lowered D to 1 cm²/s. A larger D lowers the correction. Putting the thermal wavelength, r = 7.5 nm, into k/k_D gives 0.07%, but the formula is still outside its range there, since the mean free path exceeds r. This correction applies if μ is a calculated intrinsic coefficient; one calibrated on measured trapping rates already contains it. The trapping rate itself is unchanged.

*A different trap.* If the defect really has a lifetime of 300 ps, the same average gives

κ = 22 ps/(218 ps × 60 ps) = 1.68 ns⁻¹,

half the earlier value. The average alone cannot reveal this mistake, but a resolved spectrum can: its long component would be 300 ps instead of 270 ps, and its short one 159.5 ps instead of 125.8 ps.

*The real case.* The lifetimes are in the rough range associated with bulk silicon and its single vacancy. The low temperature is essential, because isolated vacancies in silicon move well below room temperature and then form other defects, for which a different τ_d is needed. A concentration of 1.7×10¹⁷ cm⁻³ is far above that of good device material and implies heavy irradiation. Such irradiation also makes divacancies, so a single kind of trap cannot be taken for granted. For the assumed capture ratio of 0.1 this moves the single-vacancy rate κ from 3.4 to 2.8 ns⁻¹, more than the 10% lifetime error, while the total trapping rate falls only to 3.1 ns⁻¹. If the vacancies were negatively charged, μ would be larger and would increase on cooling, and the same κ would mean fewer vacancies. Even one negative vacancy in ten, with the same lifetime and a tenfold coefficient, would raise the mean μ by the factor 1.9 and nearly halve c. The doubly negative vacancy, however, already migrates at 100 K, so in that case isolated vacancies could not be assumed.

Computed values

```
bulk lifetime: 218 ps
vacancy lifetime: 270 ps
average lifetime: 240 ps
bulk annihilation rate: 4.587 1/ns
vacancy annihilation rate: 3.704 1/ns
trapping rate: 3.364 1/ns = 3.364e+09 1/s
kappa*tau_b: 0.7333
fraction annihilating in vacancies: 0.4231
short component tau_1: 125.8 ps
intensities I_1, I_2: 0.2080, 0.7920
mean from the two components: 240.00 ps
change of kappa per +1 ps in tau_av: 7.88 %
change of kappa per +1 ps in tau_b: -5.00 %
change of kappa per +1 ps in tau_d: -3.33 %
change per +1 ps in all three: -0.46 %
kappa if tau_av = 239 ps: 3.107 1/ns
kappa if tau_av = 241 ps: 3.638 1/ns
temperature: 100 K; kT: 8.617 meV
trapping coefficient (rough): 1.0e+15 1/s
atom density (rough): 5.0e+22 cm^-3
vacancy concentration: 1.68e+17 cm^-3
vacancies per million atoms: 3.36
concentration if mu = 5.0e+14 1/s: 3.36e+17 cm^-3
concentration if mu = 2.0e+15 1/s: 8.41e+16 cm^-3
divacancy lifetime (rough): 300 ps
divacancy/vacancy capture ratio: 0.10
vacancy kappa with divacancies: 2.803 1/ns
change due to divacancies: -16.7 %
ion density ceiling: 1.0e+15 cm^-3
ion trapping coefficient (rough): 1.0e+16 1/s
ion capture rate: 0.200 1/ns
change of kappa due to ions: +4.4 %
thermal state density: 2.41e+18 cm^-3
escape prefactor: 4.83e+10 1/s
escape rate for 1 % effect: 3.70e+07 1/s
binding energy for 1 % escape effect: 0.0618 eV
diffusivity (rough): 3.0 cm2/s
capture radius (rough): 0.25 nm
intrinsic capture coefficient k: 2.00e-08 cm3/s
diffusion coefficient k_D: 9.42e-07 cm3/s
concentration change, slow diffusion: +2.1 %
kappa if the trap has 300 ps: 1.682 1/ns
tau_1 if the trap has 300 ps: 159.5 ps
```
